\section*{Triples and quadruples in the binding of the beryllium dimer}

\section*{The question}

Two beryllium atoms lie a distance $R$ apart. The nuclei are fixed, the Hamiltonian is nonrelativistic, and the reference $|0\rangle$ is the closed-shell restricted Hartree--Fock (RHF) determinant. The $1s$ cores are frozen, so the atom has two correlated electrons and the dimer four. Energies are in hartree and lengths in bohr; interaction energies are in $\mathrm{cm^{-1}}$. For method $X$,
\begin{equation}
U_X(R)=E_X(R)-2E_X(\mathrm{Be}),
\end{equation}
which is negative when the dimer lies below two free atoms. The observed well depth is roughly $930\ \mathrm{cm^{-1}}$. The question is how much of the binding each level of excitation supplies.

Orbitals are real. Valence orbitals $0$ and $1$ of the dimer are doubly occupied in $|0\rangle$; $a,b,c,d$ denote virtual orbitals and $p,q,r,s$ any valence or virtual orbital. The rank of a determinant is its number of electrons in virtual orbitals. Full configuration interaction (FCI) means the exact ground state in the given basis with frozen cores.

\section*{Part (a): the Hamiltonian as a sum over pairs}

\textbf{Question.} Write the four-electron Hamiltonian as a sum of pair operators and find its action on the coefficients of a state with two spin-up and two spin-down electrons.

\textbf{Answer.} The frozen cores contribute a constant energy and a mean field. With $c$ running over core orbitals in this formula, the effective one-electron operator is
\begin{equation}
h_{pq}=h^{\rm bare}_{pq}+\sum_{c}\left[2(pq|cc)-(pc|cq)\right].
\end{equation}
The constant is added at the end. Among four electrons each one belongs to three pairs, so
\begin{equation}
\sum_{i<j}\frac{h(i)+h(j)}{3}=\frac{3}{3}\sum_i h(i)=\sum_i h(i),
\end{equation}
and therefore
\begin{equation}
H=\sum_{i<j}K(i,j),\qquad K(i,j)=\frac{1}{r_{ij}}+\frac{h(i)+h(j)}{3}.
\end{equation}
Its matrix elements are
\begin{equation}
K[pr,p'r']=(pp'|rr')+\tfrac13\left(h_{pp'}\delta_{rr'}+\delta_{pp'}h_{rr'}\right).
\end{equation}

Let electrons 1, 2 have spin up and 3, 4 spin down. The coefficients $C[pq;rs]$ are antisymmetric in $pq$ and in $rs$. The pair $(1,3)$ gives
\begin{equation}
X[pq;rs]=\sum_{p'r'}K[pr,p'r']\,C[p'q;r's].
\end{equation}
The pair $(2,3)$ gives the same function with a sign, because $C[pq';r's]=-C[q'p;r's]$:
\begin{equation}
\sum_{q'r'}K[qr,q'r']\,C[pq';r's]=-X[qp;rs].
\end{equation}
Likewise $(1,4)$ gives $-X[pq;sr]$, and $(2,4)$, with two exchanges, gives $+X[qp;sr]$. Define
\begin{equation}
\mathcal A f[pq;rs]=f[pq;rs]-f[qp;rs]-f[pq;sr]+f[qp;sr].
\end{equation}
Adding the two equal-spin pairs,
\begin{equation}
(HC)[pq;rs]=\mathcal A X+\sum_{p'q'}K[pq,p'q']C[p'q';rs]+\sum_{r's'}K[rs,r's']C[pq;r's'].
\end{equation}

\section*{Part (b): the atom and the dissociation limit}

\textbf{Question.} Show that CCSD is exact for the atom, and that CCSD, CCSDT and FCI have the same limit as $R\to\infty$. State the condition needed.

\textbf{Answer.} Suppose the atomic FCI state overlaps the reference. Divided by that overlap, it reads $(1+C_1+C_2)|0\rangle$, since two electrons permit no higher rank. Choose
\begin{equation}
T_1=C_1,\qquad T_2=C_2-\tfrac12C_1^2 .
\end{equation}
Then $e^{T_1+T_2}|0\rangle=(1+T_1+T_2+\frac12T_1^2)|0\rangle=(1+C_1+C_2)|0\rangle$, the remaining terms having rank above two. As this is an eigenstate,
\begin{equation}
e^{-T}He^{T}|0\rangle=E\,e^{-T}e^{T}|0\rangle=E|0\rangle .
\end{equation}
Every projection on an excited determinant vanishes, so the CCSD equations hold with the FCI energy. The condition is a nonzero overlap. In cc-pVTZ the $2s^2$ configuration has weight $0.907$ in the atomic state, and both CCSD and FCI give $-14.6184270$ hartree.

At infinite separation the neutral atoms do not interact and $H=H_A+H_B$. The filled dimer orbitals $0$ and $1$ span the two atomic $2s$ orbitals, so the reference is a product of atomic references. Take $T=T_A+T_B$ with the atomic operators found above. Operators on different atoms commute, hence
\begin{equation}
e^{-T}He^{T}|0\rangle=\left(e^{-T_A}H_Ae^{T_A}+e^{-T_B}H_Be^{T_B}\right)|0\rangle=2E_{\rm FCI}(\mathrm{Be})|0\rangle .
\end{equation}
All excited projections vanish with $T_3=T_4=0$. This one operator therefore solves the CCSD and CCSDT equations and gives the FCI state. A difference between the $U_X$ at finite $R$ thus comes from the interacting dimer and not from unequal treatment of the atoms. For fragments with more than two correlated electrons, CCSD is in general not exact and this simplification is lost.

\section*{Part (c): absorbing the single excitations}

\textbf{Question.} Show that $\tilde H=e^{-T_1}He^{T_1}$ is again a sum of pair operators, and find them.

\textbf{Answer.} $T_1$ is a one-electron operator, $T_1=\sum_i t(i)$, where $t$ maps occupied orbitals to virtual ones and annihilates virtual ones. Hence $t^2=0$. Operators on different electrons commute, so
\begin{equation}
e^{T_1}=\prod_i e^{t(i)}=\prod_i[1+t(i)],\qquad e^{-T_1}=\prod_i[1-t(i)].
\end{equation}
In $e^{-T_1}K(i,j)e^{T_1}$ the factors of the other two electrons commute with $K(i,j)$ and cancel, because $(1-t)(1+t)=1-t^2=1$. What remains is
\begin{equation}
\tilde K(i,j)=[1-t(i)][1-t(j)]\,K(i,j)\,[1+t(i)][1+t(j)].
\end{equation}
The result of part (a) applies with $K$ replaced by $\tilde K$, which is no longer symmetric. Writing $\Psi=e^{T_1}\Phi$ turns $H\Psi=E\Psi$ into $\tilde H\Phi=E\Phi$, where $\Phi$ has no single excitations.

\section*{Part (d): quadruple excitations without $T_4$}

\textbf{Question.} In CCSDT, $\Phi=e^{T_2+T_3}|0\rangle$. Find the coefficients of its quadruply excited determinants.

\textbf{Answer.} With four electrons no rank exceeds four, so $T_2T_3$ and higher products vanish:
\begin{equation}
\Phi=\left(1+T_2+T_3+\tfrac12T_2^2\right)|0\rangle .
\end{equation}
Let $|ab;cd\rangle$ be the determinant in which $a,b$ replace the spin-up orbitals $0,1$ and $c,d$ the spin-down orbitals $0,1$, in that order. Let $t[ab]=-t[ba]$ be the amplitude for exciting both spin-up electrons; by spin symmetry the spin-down amplitude is the same function. Let $t_{ik}[ac]$ be the amplitude for spin-up $i\to a$ with spin-down $k\to c$. Correspondingly $T_2=T_{\uparrow\uparrow}+T_{\downarrow\downarrow}+T_{\uparrow\downarrow}$.

In $\frac12T_2^2$ the product $T_{\uparrow\uparrow}T_{\downarrow\downarrow}$ occurs twice, which cancels the factor $\frac12$. It contributes $t[ab]\,t[cd]$. Products such as $T_{\uparrow\uparrow}T_{\uparrow\downarrow}$ would remove three spin-up electrons and vanish.

In $\frac12T_{\uparrow\downarrow}^2$ the two factors must empty different spin-up orbitals and different spin-down orbitals. There are two such pairings, each occurring in two orders, which again cancels $\frac12$:
\begin{equation}
\tfrac12T_{\uparrow\downarrow}^2|0\rangle=\sum_{abcd}\left(t_{00}[ac]\,t_{11}[bd]+t_{01}[ad]\,t_{10}[bc]\right)|ab;cd\rangle .
\end{equation}
The coefficients are defined by $\Phi_4=\frac14\sum C_4[ab;cd]\,|ab;cd\rangle$ with $C_4$ antisymmetric. Since $|ab;cd\rangle$ is antisymmetric in each spin pair, $\sum f|ab;cd\rangle=\frac14\sum(\mathcal Af)|ab;cd\rangle$. The bracket therefore enters through $\mathcal A$. Exchanging $c$ and $d$ in the second product changes the sign of its antisymmetrized form, so
\begin{equation}
C_4[ab;cd]=t[ab]\,t[cd]+\mathcal A\left\{t_{00}[ac]\,t_{11}[bd]-t_{01}[ac]\,t_{10}[bd]\right\}.
\end{equation}
These quadruples describe two pair excitations at once and need no new unknowns. The formula holds in CCSD too.

\section*{Part (e): the ladder of methods}

\textbf{Question.} Give the equations of CCSD, CCSDT and FCI in terms of $\Phi$. How can triples and quadruples change the energy? Derive the CCSD(T) correction and its limit at large $R$.

\textbf{Answer.} Let $T'=T_2$ in CCSD and $T'=T_2+T_3$ in CCSDT, with highest rank $n=2$ or $3$. The usual equations are $\langle\mu|e^{-T'}\tilde He^{T'}|0\rangle=0$ for ranks $1$ to $n$. Define
\begin{equation}
|\rho\rangle=\left(e^{-T'}\tilde He^{T'}-E\right)|0\rangle,\qquad(\tilde H-E)|\Phi\rangle=e^{T'}|\rho\rangle .
\end{equation}
The energy condition is $\langle0|\rho\rangle=0$. If $\rho$ has no component up to rank $n$, neither has $e^{T'}\rho$, because $T'$ raises the rank. Conversely, the lowest-rank component of $e^{T'}\rho$ is that of $\rho$ itself, so if the former is absent up to rank $n$, so is the latter. The equations are thus equivalent to
\begin{equation}
\langle\mu|\tilde H-E|\Phi\rangle=0,\qquad 1\le\mathrm{rank}(\mu)\le n .
\end{equation}
CCSD has no rank-three part in $\Phi$; CCSDT adds it as an unknown. Both take rank four from part (d). If rank four is also free and its projection imposed, every component of the Schr\"odinger equation is satisfied. That is FCI, and for four electrons it equals coupled cluster with a connected $T_4$.

The Hamiltonian has at most two-electron terms, so $\langle0|H$ reaches rank two at most:
\begin{equation}
E=\langle0|H\left(1+T_1+\tfrac12T_1^2+T_2\right)|0\rangle .
\end{equation}
Neither $T_3$ nor $T_4$ appears. They change the energy by changing the singles and doubles through the coupled equations. The binding supplied by triples therefore means the effect of including them, with this relaxation.

For CCSD(T), split $H=F+V$, where $F$ is the Fock operator with orbital energies $\varepsilon$. For a triple excitation $\mu$ let
\begin{equation}
D_\mu=\sum_{\rm occ}\varepsilon-\sum_{\rm virt}\varepsilon<0,\qquad W_\mu=\langle\mu|VT_2|0\rangle,\qquad Z_\mu=\langle\mu|VT_1|0\rangle,
\end{equation}
the sums running over the orbitals emptied and filled. To lowest order the triples equation reads $-D_\mu t_\mu+W_\mu=0$, giving $t_\mu=W_\mu/D_\mu$. The term $Z_\mu$ does not enter $t_\mu$. It is a product of two independent events, a double excitation by $V$ and a single excitation by $T_1$. The triples equation contains the commutator $[V,T_1]$, in which $\langle\mu|VT_1|0\rangle$ cancels exactly against $\langle\mu|T_1V|0\rangle$. The triples add $\langle\nu|VT_3|0\rangle$ to the equation of each single or double $\nu$, which shifts its amplitude by $\delta t_\nu=\langle\nu|VT_3|0\rangle/D_\nu$, with $D_\nu$ defined like $D_\mu$. A shifted double changes the energy by $\langle0|V|\nu\rangle\,\delta t_\nu=t_\nu\langle\nu|VT_3|0\rangle$, because $t_\nu=\langle\nu|V|0\rangle/D_\nu$ at first order. A shifted single does not couple to $|0\rangle$ directly (Brillouin's theorem) but shifts each double $\lambda$ by $\langle\lambda|V|\nu\rangle\,\delta t_\nu/D_\lambda$; the energy change is $\langle0|T_2^\dagger V|\nu\rangle\,\delta t_\nu=t_\nu\langle\nu|VT_3|0\rangle$, because the lowest-order single amplitude is $t_\nu=\langle\nu|VT_2|0\rangle/D_\nu$. CCSD(T) keeps these two terms and inserts the converged CCSD amplitudes, which gives
\begin{equation}
E_{(T)}=\langle0|(T_1+T_2)^\dagger VT_3|0\rangle=\sum_\mu\frac{W_\mu(W_\mu+Z_\mu)}{D_\mu}.
\end{equation}
The singles and doubles are not solved again, and triples do not act on one another.

For separated atoms $W_\mu=0$. Indeed $V_AT_{2,A}|0\rangle$ has at most rank two, as atom $A$ has two electrons. In $V_BT_{2,A}|0\rangle$ a total rank of three would require a single excitation of $B$ by $V_B$, which vanishes by Brillouin's theorem. Hence $E_{(T)}\to0$, and CCSD(T) joins the common limit. In cc-pVDZ at $40$ bohr all four correlated energies agree with twice the atomic FCI energy within $1.1\times10^{-7}$ hartree.

At finite $R$ the interatomic repulsion $V_{AB}$ acts as well. Applied to $T_{2,A}|0\rangle$, it can excite atom $B$ once while $A$ stays doubly excited, so that $W_\mu\ne0$. The same triple is also reached when the repulsion inside $A$ acts on a double excitation that has excited each atom once. Both routes couple the mutual polarization of the atoms to the pair correlation inside one of them. That this coupling dominates in Be$_2$ is plausible, given the $9\%$ weight outside $2s^2$ in the atom, but this is a conjecture: the energies below do not separate mechanisms.

\section*{Part (f): the interaction at 4.8 bohr}

\textbf{Question.} In cc-pVTZ the dimer has 58 valence and virtual orbitals. At $R=4.8$ bohr the total energies in hartree are
\begin{center}
\begin{tabular}{lr}
RHF & $-29.1356021$\\
CCSD & $-29.2351300$\\
CCSD(T) & $-29.2386694$\\
CCSDT & $-29.2394250$\\
FCI & $-29.2397556$
\end{tabular}
\end{center}
The atomic energies are $-14.5728735$ (RHF) and $-14.6184270$ (FCI), and $1$ hartree is $219474.6\ \mathrm{cm^{-1}}$. Find the interaction energies and the contributions of triples and quadruples.

\textbf{Answer.} There are $\binom{58}{2}^2=1653^2\approx2.7$ million determinants, of which $346485$ are totally symmetric in $D_{2h}$, the subgroup of the molecular symmetry used in the calculation, so FCI is feasible. By part (b) all correlated methods are referred to
\begin{equation}
2E_{\rm FCI}(\mathrm{Be})=-29.2368540\ \text{hartree}.
\end{equation}
The differences are
\begin{align}
U_{\rm CCSD}&=+0.0017240\ \text{hartree}=+378\ \mathrm{cm^{-1}},\\
U_{\rm CCSD(T)}&=-0.0018154\ \text{hartree}=-398\ \mathrm{cm^{-1}},\\
U_{\rm CCSDT}&=-0.0025710\ \text{hartree}=-564\ \mathrm{cm^{-1}},\\
U_{\rm FCI}&=-0.0029016\ \text{hartree}=-637\ \mathrm{cm^{-1}}.
\end{align}
For RHF the limit is $-29.1457470$ hartree, and $U_{\rm RHF}=+0.0101449$ hartree $=+2227\ \mathrm{cm^{-1}}$.

Singles and doubles remove $1848\ \mathrm{cm^{-1}}$ of the mean-field repulsion, yet CCSD still places the dimer above the free atoms. The remaining steps are
\begin{align}
U_{\rm CCSDT}-U_{\rm CCSD}&=-943\ \mathrm{cm^{-1}}\quad\text{(triples)},\\
U_{\rm FCI}-U_{\rm CCSDT}&=-73\ \mathrm{cm^{-1}}\quad\text{(connected quadruples)}.
\end{align}
Together they amount to $1015/637=159\%$ of the FCI binding. A share above $100\%$ means that they first cancel the CCSD repulsion and then supply the whole net attraction. The triples do most of this; the quadruples are $7\%$ of the combined effect but $11\%$ of the net binding.

The perturbative correction gives $-398-378\approx-777\ \mathrm{cm^{-1}}$ from unrounded values, or $82\%$ of the full triples effect. The missing $166\ \mathrm{cm^{-1}}$ is modest beside the triples but is $26\%$ of the FCI binding. Lacking the quadruples as well, CCSD(T) recovers $63\%$ of the FCI value. These percentages belong to cc-pVTZ and are not converged with the basis. With the cc-pVDZ values of part (g), triples and quadruples together are about $630\%$ of the much smaller FCI binding, the perturbative correction is $78\%$ of the full triples effect, and CCSD(T) does not bind at all. Shares taken relative to the net binding are the most sensitive, because the net binding is a small difference that itself moves by about $500\ \mathrm{cm^{-1}}$ between the two bases.

\section*{Part (g): the potential and the observed depth}

\textbf{Question.} The interaction energies in $\mathrm{cm^{-1}}$ at two further distances, in cc-pVTZ, are
\begin{center}
\begin{tabular}{rrrrr}
$R$/bohr & CCSD & CCSD(T) & CCSDT & FCI\\
$4.4$ & $782$ & $-199$ & $-380$ & $-479$\\
$5.6$ & $234$ & $-220$ & $-330$ & $-367$
\end{tabular}
\end{center}
In cc-pVDZ at $4.8$ bohr the four values are $716$, $104$, $-72$ and $-136$. With the atom computed in the basis of the whole dimer, the cc-pVTZ value of $U_{\rm FCI}$ at $4.8$ bohr becomes $-615\ \mathrm{cm^{-1}}$. Discuss the shape of the potential and the distance from the observed depth.

\textbf{Answer.} For CCSD(T), CCSDT and FCI the energy at $4.8$ bohr lies below both neighbours, so each has a minimum between $4.4$ and $5.6$ bohr. Three points do not fix its position. The cc-pVTZ FCI well is at least $637\ \mathrm{cm^{-1}}$ deep before correction for basis superposition. The CCSD values are positive and fall with distance, showing no well at these points; they do not decide what happens farther out.

The triples contribute $-1162$, $-943$ and $-564\ \mathrm{cm^{-1}}$ at $4.4$, $4.8$ and $5.6$ bohr, the quadruples $-99$, $-73$ and $-37\ \mathrm{cm^{-1}}$. Both weaken with distance, consistent with the common limit, where they vanish, and the quadruples weaken faster: their ratio to the triples falls from $8.5\%$ to $6.5\%$.

From cc-pVDZ to cc-pVTZ, $U_{\rm FCI}$ drops by $501\ \mathrm{cm^{-1}}$. Subtracting the steps of the ladder in the two bases divides this into
\begin{equation}
-338\ \text{(CCSD)}\;-155\ \text{(triples)}\;-9\ \text{(quadruples)}\approx-501\ \mathrm{cm^{-1}},
\end{equation}
where the last digit reflects rounding. The quadruples change least. In cc-pVDZ, CCSD(T) even has the wrong sign at this distance, while CCSDT and FCI bind weakly.

In the dimer each atom can also use its partner's basis functions, which lowers its energy without any real attraction. Computing the free atom with those functions present removes $22\ \mathrm{cm^{-1}}$, or $3\%$ of the binding. This superposition error is small beside the basis change above.

The uncorrected FCI binding at $4.8$ bohr is $637/930=68\%$ of the rough observed depth, leaving about $290\ \mathrm{cm^{-1}}$; the superposition correction widens this gap by a further $22\ \mathrm{cm^{-1}}$. No higher excitation of the four valence electrons can close this gap, since FCI contains them all. The calculation leaves out the effects of a larger basis, of core correlation and of relativity, which need not all deepen the well. It also leaves out the extra depth between $4.8$ bohr and the true minimum, which was not located. The large change between the two bases suggests that a still larger one would change the result further, but these data do not divide the remainder among the causes.

The CCSD(T) energies come from a standard library routine, and the formula for $E_{(T)}$ was not tested separately. The equations of parts (a), (c), (d) and the CCSD, CCSDT and FCI equations of part (e) were tested in a six-orbital space against explicit determinant matrices and exponentials of $T$. The CCSD, CCSDT and FCI energies agreed within $10^{-9}$ hartree. The numerical output prints the interaction energies to $0.1\ \mathrm{cm^{-1}}$; the last digit is not certain, because the iterations stop at a finite threshold.

\section*{Numbers as computed}
\begin{verbatim}
1 hartree = 219474.631 cm^-1
Rough observed depth, for comparison: 930 cm^-1
cc-pVTZ dimer: 58 valence and virtual orbitals
cc-pVTZ dimer: 346485 determinants of full symmetry
Be atom, cc-pVTZ, RHF energy: -14.5728735 hartree
Be atom, cc-pVTZ, frozen-core FCI: -14.6184270 hartree
Be atom, cc-pVTZ, frozen-core CCSD: -14.6184270 hartree
Be atom, weight of the 2s2 configuration: 0.9071
Six-orbital test, largest deviation: 9.9e-10 hartree
Limit test at 40 bohr, largest deviation: 1.1e-07 hartree
Total energy, cc-pVTZ, R = 4.8 bohr, RHF: -29.1356021 hartree
Total energy, cc-pVTZ, R = 4.8 bohr, CCSD: -29.2351300 hartree
Total energy, cc-pVTZ, R = 4.8 bohr, CCSD(T): -29.2386694 hartree
Total energy, cc-pVTZ, R = 4.8 bohr, CCSDT: -29.2394250 hartree
Total energy, cc-pVTZ, R = 4.8 bohr, FCI: -29.2397556 hartree
Interaction energies U in cm^-1, cc-pVTZ (negative = bound):
R/bohr        RHF      CCSD   CCSD(T)     CCSDT       FCI
   4.4     3423.5     781.9    -198.6    -380.0    -479.0
   4.8     2226.5     378.4    -398.4    -564.3    -636.8
   5.6     1112.0     233.6    -220.1    -330.4    -367.0
Same in cc-pVDZ at R = 4.8 bohr, cm^-1:
           2303.1     716.0     103.9     -71.9    -135.7
At R = 4.8 bohr, cc-pVTZ:
  full triples, CCSDT - CCSD: -942.6 cm^-1
  perturbative triples, CCSD(T) - CCSD: -776.8 cm^-1
  quadruples, FCI - CCSDT: -72.6 cm^-1
  (triples + quadruples) / FCI binding: 159.4 percent
  FCI binding / observed depth: 68.5 percent
  FCI with counterpoise correction: -615.1 cm^-1
  basis superposition: 21.7 cm^-1
\end{verbatim}
